# Why Tip Radius Does Not Set the Writing Spot of a Probe

A dose calculation for probe lithography divides the delivered charge by an area, so one must first decide which area to use. If the area is a disc as wide as the tip, a tip of radius 20 nm gives a disc 40 nm across. In the tunnelling case worked below, half of the current lands within a disc 0.58 nm across. The two areas differ by a factor of almost 5000. Only half of the charge lands in the smaller disc, so the mean dose there is about 2400 times the value that the tip-wide disc suggests.

Throughout, the spot $W$ is the diameter of the disc on a flat sample that receives half of the current. For a Gaussian profile $e^{-c\rho^2}$ the fraction inside radius $\rho$ is $1-e^{-c\rho^2}$, so $W=2\sqrt{\ln 2/c}$, which is also the full width at half maximum. The spot describes where electrons arrive, not how a resist responds.

## A counter-example: one radius, two spots

Take a metal tip with body radius $R=20$ nm and work function $\phi=4.5$ eV, held at a bias of magnitude $V=3$ V. An atom, modelled as a sphere of radius $r=0.15$ nm, protrudes a height $h$ beyond the body. The gap from atom to sample is $d=0.8$ nm, so the gap from body to sample is $d+h$. These are round model values.

Since $eV<\phi$, electrons tunnel all the way across. The barrier falls from $\phi$ to $\phi-eV$; replace it by its mean, $\phi-eV/2=3.0$ eV. At the Fermi energy the wave then obeys $\nabla^2\psi=\kappa^2\psi$, with

$$\kappa=\frac{\sqrt{2m(\phi-eV/2)}}{\hbar}=8.87\ \text{nm}^{-1}.$$

Averaging the decay constant over the sloping barrier instead gives 8.78 nm$^{-1}$. Electrons from deeper levels also tunnel at this bias, but they meet a higher barrier and are left out here.

**Current from one sphere.** For a wave depending only on the distance $s$ from the sphere's centre, the equation becomes $(s\psi)''=\kappa^2(s\psi)$. The decaying solution with $\psi=1$ on the surface is

$$\psi(s)=\frac{r}{s}\,e^{-\kappa(s-r)} .$$

Take the arriving current density as proportional to $|\psi|^2$ on the sample plane, ignoring reflection there. The plane lies at distance $D=r+d$ from the centre. A point at lateral distance $\rho$ has $s^2=D^2+\rho^2$, hence $\rho\,d\rho=s\,ds$, and the current inside $\rho$ is

$$I(\rho)\propto 2\pi r^2e^{2\kappa r}\int_D^{s}\frac{e^{-2\kappa s'}}{s'}\,ds' .$$

The exponential falls much faster than $1/s'$, so set $1/s'\approx 1/D$. The relative error is of order $1/(2\kappa D)$, or 6% for the atom. Then

$$I(\rho)\propto\frac{\pi r^2}{\kappa(r+d)}\,e^{-2\kappa d}\left[1-e^{-2\kappa(s-D)}\right].$$

The bracket equals one half when $s-D=\ln2/(2\kappa)$. To leading order $\rho^2=(s-D)(s+D)\approx2D(s-D)=D\ln2/\kappa$, so

$$W=2\sqrt{\frac{\ln2\,(r+d)}{\kappa}} .\tag{1}$$

For the atom alone this is $2\sqrt{0.693\times0.95/8.87}=0.545$ nm; numerical integration of $|\psi|^2$ gives 0.536 nm. Without the atom, the smooth body at the same 0.8 nm gap gives 2.55 nm, far below its diameter of 40 nm. A body of four times the radius, at the same gap and bias, gives 5.02 nm: about twice the spot, because $W$ follows the square root of the radius.

**Who carries the current?** Add the atom's and the body's currents without interference, and give both $\psi=1$ on their surfaces. This equal amplitude is an assumption, and it fixes the ratio below. The body has radius $R$ and gap $d+h$, so the bracket's prefactor gives the ratio

$$\frac{I_{\rm atom}}{I_{\rm body}}=e^{2\kappa h}\,\frac{r^2\,(R+d+h)}{R^2\,(r+d)} .\tag{2}$$

The exponential favours the atom; the geometric factor favours the much larger body. For $h=0.25$ nm, roughly one atomic layer, the exponential is about 84, but the geometric factor is $0.0225\times21.05/(400\times0.95)=1.25\times10^{-3}$. The ratio is 0.105. Integrating the densities gives the atom 9% of the current and a spot of 2.4 nm. With equal surface amplitudes the protruding atom has not been selected, even though the current density directly beneath it is more than twice the body's.

For $h=0.50$ nm the exponential is about 7100 and the ratio is 9.0. The atom now carries about 90% of the current, and the spot is 0.58 nm. One may picture this atom on top of a small stack whose lower atoms are left out of the model.

The body radius, gap, bias and work function were the same in both cases, yet the spot changed by a factor of four. Tip radius alone therefore cannot determine the spot, and the presence of a protruding atom does not by itself guarantee atomic selection. The crossover follows by setting (2) to one and using $R+d+h\approx R$:

$$h^*\approx\frac{1}{2\kappa}\ln\frac{R(r+d)}{r^2}=\frac{\ln 844}{17.7\ \text{nm}^{-1}}=0.38\ \text{nm}.\tag{3}$$

A blunter body raises this threshold, but only logarithmically.

These numbers depend on the equal-amplitude assumption, which puts the body's whole surface density into one in-phase wave. If the body is instead built of 14 atoms per nm$^2$, each emitting the atom's wave independently, its current is about ten times smaller. At $h=0.25$ nm the atom then carries 53% of the current and the spot is 0.9 nm; at $h=0.50$ nm it carries 99% and the spot is 0.54 nm; $h^*$ falls to 0.24 nm. A free-electron metal summed over transverse wavenumbers gives a similar threshold. The spot still depends on $h$ at fixed radius, but this model cannot decide whether one atomic layer is enough to select the atom.

## The general statement

Within free-electron emission across a vacuum gap, without image forces:

1. In tunnelling, a spherical emitter gives approximately spot (1) when $\kappa(r+d)\gg1$ and $eV$ is not close to $\phi$. A protruding atom sets the spot when it protrudes well beyond $h^*$, whose value depends on the assumed emission strengths of atom and body.
2. In field emission with $eV$ well above $\phi$, a point emitter in a uniform field gives approximately
$$W_q=2\sqrt{\frac{2\ln2\,d}{\kappa_\phi}},\qquad \kappa_\phi=\frac{\sqrt{2m\phi}}{\hbar}.\tag{4}$$
3. A smooth apex in field emission gives, to leading order in $d/R$, for a large emission exponent and $eV\gg\phi$,
$$W^2\approx(MW_s)^2+W_q^2,\qquad M=1+\frac{5d}{6R},\tag{5}$$
where $W_s$ is the width of the emitting region, derived below.

Part 1 has been derived above. The other two parts need the barrier, the field on the tip and the flight to the sample.

## Proof for a point emitter

Let the field be uniform, $F=V/d$, and let $z$ run from emitter to sample. A component of transverse wavenumber $k$ has transverse energy $\epsilon=\hbar^2k^2/2m$, which is unavailable for motion along $z$. The barrier it meets is $\phi+\epsilon-eFz$.

Neglect reflection at the sample, use the semiclassical wave and expand its exponent to first order in $\epsilon$. These approximations need $eV$ well above $\phi$. Under the barrier the exponent changes by $-\epsilon\tau/\hbar$; in the free region beyond, it changes by $-i\epsilon T/\hbar$. Here

$$\tau=\int_0^{\phi/eF}\frac{m\,dz}{\sqrt{2m(\phi-eFz)}}=\frac{\sqrt{2m\phi}}{eF}=\frac{\hbar\kappa_\phi}{eF},$$

$$T=\int_{\phi/eF}^{d}\frac{m\,dz}{\sqrt{2m(eFz-\phi)}}=\frac{\sqrt{2m(eV-\phi)}}{eF}.$$

$T$ is the real flight time and $\tau$ is its counterpart under the barrier. A point source excites all $k$ equally, so at the sample

$$\psi(\rho)\propto\int d^2k\;e^{i\mathbf k\cdot\boldsymbol\rho}\,e^{-\hbar k^2(\tau+iT)/2m}\propto\exp\left[-\frac{m\rho^2}{2\hbar(\tau+iT)}\right].$$

Taking the squared modulus, with $\mathrm{Re}\,(\tau+iT)^{-1}=\tau/(\tau^2+T^2)$,

$$|\psi|^2\propto\exp\left[-\frac{m\rho^2}{\hbar}\,\frac{\tau}{\tau^2+T^2}\right].$$

Now $\phi$ cancels in the sum of squares, because $eV=eFd$:

$$\tau^2+T^2=\frac{2m\phi+2m(eFd-\phi)}{(eF)^2}=\frac{2md}{eF}.$$

Inserting this and $\tau$, the exponent becomes $-\kappa_\phi\rho^2/(2d)$. Setting it to $-\ln2$ gives $\rho^2=2d\ln2/\kappa_\phi$, which is (4).

The same argument covers tunnelling. There $T=0$ and, for a flat barrier, $\tau=md/(\hbar\kappa)$, so $|\psi|^2\propto e^{-\kappa\rho^2/d}$. This is (1) with the emitter's radius neglected. At equal gap and equal $\kappa$ the two spots differ by only $\sqrt2$. The larger field-emission spot of a point emitter therefore comes mainly from its larger gap.

For $eV>2\phi$, where $T>\tau$, equation (4) is not a lower bound: a coherent emitter of finite size can give a smaller spot. If its amplitude is $e^{-\hbar k^2\sigma/2m}$, with $\sigma$ a time measuring its size, then $\tau$ is replaced by $\tau+\sigma$ and $W^2\propto[(\tau+\sigma)^2+T^2]/(\tau+\sigma)$. This falls with $\sigma$ as long as $\tau+\sigma<T$.

## Proof for a smooth apex

**Field on the tip.** Represent the tip by a hyperboloid facing a plane. With $z$ now measured upward from the sample, use

$$z=a\xi\eta,\qquad \rho=a\sqrt{(\xi^2-1)(1-\eta^2)} .$$

The sample is $\eta=0$ and the tip is $\eta=\eta_0$. For a potential depending only on $\eta$, Laplace's equation is $\frac{d}{d\eta}\left[(1-\eta^2)\frac{d\Phi}{d\eta}\right]=0$, so $\Phi\propto\operatorname{artanh}\eta$. The length element along $\eta$ is $a\sqrt{(\xi^2-\eta^2)/(1-\eta^2)}\,d\eta$. Dividing $d\Phi/d\eta$ by it gives the surface field

$$F=\frac{V}{a\,\operatorname{artanh}\eta_0\,\sqrt{(1-\eta_0^2)(\xi^2-\eta_0^2)}} .$$

The apex, $\xi=1$, is at height $d=a\eta_0$. On the tip $\xi^2=1+\rho^2/[a^2(1-\eta_0^2)]$, so near the apex $z\approx d+d\rho^2/[2a^2(1-\eta_0^2)]$. Matching this to $d+\rho^2/2R$ gives $a^2(1-\eta_0^2)=Rd$, hence $a^2=d(d+R)$ and $\eta_0^2=d/(d+R)$. Substitution yields

$$F=\frac{F_0}{\sqrt{1+\rho^2/L^2}},\quad L=R\sqrt{\frac{d}{R+d}},\quad F_0=\frac{V}{L\,\operatorname{artanh}\sqrt{d/(d+R)}} .$$

For $d\ll R$ the fall-off length $L$ tends to $\sqrt{Rd}$. For $d\gg R$ it tends to $R$, and there the emitting width does scale with tip radius at fixed apex field.

**Emitting width.** The triangular barrier gives a transmission $e^{-b/F}$, with

$$\frac bF=2\int_0^{\phi/eF}\frac{\sqrt{2m(\phi-eFz')}}{\hbar}\,dz'=\frac{4\sqrt{2m}\,\phi^{3/2}}{3\hbar eF},$$

where $z'$ is the distance from the tip surface. Differentiating with respect to $\phi$ shows that an energy deficit $\epsilon$ costs a factor $e^{-\epsilon/d_F}$, where $d_F=eF/(2\kappa_\phi)$. At zero temperature the supply of electrons with normal energy $\epsilon$ below the Fermi level is proportional to $\epsilon$. Since $\int_0^\infty\epsilon\,e^{-\epsilon/d_F}d\epsilon=d_F^2$, the current density is $J\propto F^2e^{-b/F}$.

For small $\rho$, $\ln F\approx\ln F_0-\rho^2/2L^2$ and $1/F\approx(1+\rho^2/2L^2)/F_0$. Therefore

$$J\approx J_0\exp\left[-\left(\frac b{F_0}+2\right)\frac{\rho^2}{2L^2}\right],\qquad W_s=2L\sqrt{\frac{2\ln2}{b/F_0+2}} .$$

**Magnification in flight.** Let $u$ be the distance from the tip towards the sample, and let $d\ll R$. The axial field at lateral distance $\rho$ is about $V/(d+\rho^2/2R)$, whose derivative with respect to $\rho$ is $-F\rho/(Rd)$. A curl-free field has $\partial F_\rho/\partial u=\partial F_u/\partial\rho$, and $F_\rho$ vanishes at the conducting sample, so $F_\rho=(F\rho/R)(1-u/d)$.

An electron starting at rest at $\rho_0$ has $u/d=t^2/T_0^2$, with $T_0^2=2md/(eF)$. Integrating its transverse acceleration twice gives

$$\Delta\rho=\frac{eF\rho_0}{mR}\left(\frac{T_0^2}{2}-\frac{T_0^2}{12}\right)=\frac{5d}{6R}\,\rho_0 .$$

This is $M$ in (5). It treats the whole gap as free flight, including the barrier region. In the example below, starting the electron where it leaves the barrier lowers the traced magnification from 1.33 to 1.29. A field line would move outward by only $d\rho_0/(2R)$; inertia carries the electron further.

**Adding the velocity spread.** A transverse energy $\epsilon$ is weighted by $e^{-\epsilon/d_F}$, so each transverse velocity component has variance $d_F/m$. After time $T_0$ the position variance is $(d_F/m)(2md/eF)=d/\kappa_\phi$, whose Gaussian is that of (4). Convolving two Gaussians adds their squared widths, which gives (5). The diverging field also widens the second Gaussian by a relative amount of order $d/R$. Formula (5) leaves this out; it matters little in the example below, where the source term dominates.

## The same tip in field emission

Keep $R$ and $\phi$, and set $V=25$ V and $d=8$ nm. Then $L=10.7$ nm, $F_0=3.92$ V/nm (39 MV/cm), $b/F_0=16.6$ and $\kappa_\phi=10.87$ nm$^{-1}$. The widths are

$$W_s=21.4\sqrt{1.386/18.6}=5.8\ \text{nm},\qquad W_q=2\sqrt{1.386\times8/10.87}=2.0\ \text{nm}.$$

With $M=1.33$, (5) gives $W=\sqrt{7.8^2+2.0^2}=8.0$ nm. Tracing 20,000 electrons through the hyperboloid field, with starting points weighted by $F^2e^{-b/F}$ and random transverse velocities, gives 8.5 nm; other random samples give 8.4 nm. The closed form is about 5% lower. Part of the shortfall is expected: $\sqrt{1+\rho^2/L^2}$ grows more slowly than its quadratic expansion, so the real source is wider: integrating the emission law over the tip surface gives 6.1 nm instead of 5.8 nm. Starting the electrons where they leave the barrier, rather than at the metal surface, lowers the traced spot to about 8.1 nm.

The traced spot covers about 250 times the area of the 0.536 nm tunnelling spot of the atom alone, though it is still much narrower than the tip. This comparison changes the emitter, from an atom to a smooth apex, as well as the bias and the gap.

Field emission can also start at one atom. The smooth apex emits as if an area of 41 nm$^2$, found by integrating $J/J_0$, worked at full strength. Give the atom an area $\pi r^2=0.071$ nm$^2$ and a local field $\gamma F_0$. It matches the apex current when

$$\gamma^2e^{(b/F_0)(1-1/\gamma)}=41.4/0.071,$$

which gives $\gamma=1.5$. For the assumed area this is a lower limit, because the formula keeps the enhanced field constant across the barrier, which is about 1 nm wide. The extra field of a single atom fades over a distance comparable with its radius, so a real atom needs a much larger enhancement at its surface. A conducting hemisphere of radius 0.15 nm triples the field at its top, yet raises the transmission there only about 18-fold, far short of the factor of nearly 600 required. If the atom does dominate, the uniform-field estimate of its spot is 2.0 nm, still about 14 times the area of the tunnelling spot of the atom alone. The enhanced field also raises $d_F$, and the fields of the atom and of the tip body both diverge. These effects tend to widen the spot, and none is included.

## Beside a real instrument

The parameters are rough values for scanning-tunnelling lithography in ultra-high vacuum, such as writing on a hydrogen resist. A few volts and a sub-nanometre gap suit its atomic-resolution mode; 25 V and 8 nm lie towards the high side for its field-emission mode. The model treats the sample as a metal, with the whole bias across the gap. On silicon, part of the bias can drop inside the semiconductor, by an amount that depends on doping, and $V$ here means only the part across the gap. A real apex is faceted or rough, which breaks the smooth-apex assumption. An atom-sized protrusion that carried most of the current would move the estimate from 8.5 nm towards 2 nm. For a protrusion a nanometre or more in radius, the point-emitter estimate is too small, because the diverging field around it throws electrons sideways.

Image forces matter more for current than for width in field emission. With the standard image-corrected barrier factors, the calculated current rises from 0.013 to 3.3 nA, while the source widens by 2%. Both currents take the field as constant across the barrier. The fall of the field away from the curved apex lowers them by a factor of a little over two, to about 0.005 and 1.6 nA, and leaves the source width almost unchanged. In tunnelling, images of alternating sign at distances $nd$ lower the barrier at mid-gap by $e^2\ln2/(4\pi\varepsilon_0d)=1.25$ eV. Applying that shift throughout the gap widens the spot by 14%, an estimate of size rather than a bound. Interference is also material: if atom and body waves arrived in phase at $h=0.50$ nm, the cross term would be 25% of the summed current and the spot would move from 0.58 to 0.61 nm; at $h=0.25$ nm it would move from 2.4 to 1.9 nm.

Finally, the written feature need not equal the electron spot. If the resist reacts at a rate proportional to $J^n$, a Gaussian reaction profile is narrower than the current profile by $\sqrt n$. Scattering and secondary electrons can spread the exposure, and drift can smear it. A dose calculation should therefore start from the current profile for the actual emitter, gap and bias, then add the response of the resist. The spot summarises that profile well when it has a single peak close to a Gaussian, but not when a sharp atomic peak sits on a broad background, as at $h=0.25$ nm.
